# From the Ladder Bethe-Salpeter Equation to the Schrödinger Equation with Reduced Mass: test program

```python
"""
Result under test: for two fermions bound by an instantaneous Coulomb ladder,
integration over relative energy eps turns the Bethe-Salpeter equation into
  (E - h1 - h2) phi = (L++ - L--) V phi          (Salpeter equation),
and for c -> infinity into (p^2/(2 mu) + V) phi = W phi, 1/mu = 1/m1 + 1/m2.
Symbols: E = (m1+m2)c^2 + W total energy, h1, h2 free Dirac Hamiltonians at
momenta p and -p, L++ and L-- projectors on both energies positive/negative,
V(k) = -4 pi/k^2. Atomic units inside, eV and angstrom in the output.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import toeplitz
from scipy.optimize import brentq

# ---------- Dirac matrices and the relative-energy integral ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha = [np.kron(np.array([[0, 1], [1, 0]]), s) for s in pauli]
beta = np.diag([1, 1, -1, -1]).astype(complex)
one4 = np.eye(4)


def dirac_h(p, m):
    """Free Dirac Hamiltonian with c = 1."""
    return sum(p[k] * alpha[k] for k in range(3)) + beta * m


def projectors(p, m):
    energy = np.sqrt(p @ p + m * m)
    h = dirac_h(p, m)
    return energy, (one4 + h / energy) / 2, (one4 - h / energy) / 2


def energy_integral(p, m1, m2, total, share1, nodes=4000):
    """(i/2pi) times the integral of G1 G2 over the whole real eps axis."""
    theta = (np.arange(nodes) + 0.5) * np.pi / nodes - np.pi / 2
    eps = np.tan(theta)
    weight = np.pi / nodes / np.cos(theta) ** 2
    x1 = (share1 * total + eps)[:, None, None]
    x2 = ((1 - share1) * total - eps)[:, None, None]
    g1 = np.linalg.inv(x1 * one4 - dirac_h(p, m1))
    g2 = np.linalg.inv(x2 * one4 - dirac_h(-p, m2))
    res = np.einsum('nab,ncd->acbd', weight[:, None, None] * g1, g2)
    return 1j / (2 * np.pi) * res.reshape(16, 16)


p_test = np.array([0.3, -0.5, 0.4])
mass1, mass2, total_test = 1 - 0.05j, 2 - 0.05j, 2.7
e1, plus1, minus1 = projectors(p_test, mass1)
e2, plus2, minus2 = projectors(-p_test, mass2)
Lpp, Lmm = np.kron(plus1, plus2), np.kron(minus1, minus2)
Lpm, Lmp = np.kron(plus1, minus2), np.kron(minus1, plus2)
closed = Lpp / (total_test - e1 - e2) - Lmm / (total_test + e1 + e2)
h_sum = (np.kron(dirac_h(p_test, mass1), one4)
         + np.kron(one4, dirac_h(-p_test, mass2)))
integral_error = 0.0
for share in (1 / 3, 0.6):
    numeric = energy_integral(p_test, mass1, mass2, total_test, share)
    integral_error = max(integral_error, np.abs(numeric - closed).max())
    assert np.abs(Lpm @ numeric).max() < 1e-8
    assert np.abs(Lmp @ numeric).max() < 1e-8
    compact = (total_test * np.eye(16) - h_sum) @ numeric
    assert np.abs(compact - (Lpp - Lmm)).max() < 1e-8
assert integral_error < 1e-8


# ---------- singlet kernels: coefficients of the l = 0 and l = 1 waves ------
def half_angles(p, m, c):
    energy = np.sqrt((c * p) ** 2 + (m * c * c) ** 2)
    a = np.sqrt((energy + m * c * c) / (2 * energy))
    b = c * p / np.sqrt(2 * energy * (energy + m * c * c))
    return a, b


def spin_kernels(a1, b1, a2, b2, A1, B1, A2, B2):
    """Lower case: momentum p; upper case: momentum p'."""
    pp0 = a1 * a2 * A1 * A2 + b1 * b2 * B1 * B2
    pp1 = a1 * b2 * A1 * B2 + b1 * a2 * B1 * A2
    pm0 = a1 * a2 * B1 * B2 + b1 * b2 * A1 * A2
    pm1 = -(a1 * b2 * B1 * A2 + b1 * a2 * A1 * B2)
    return pp0, pp1, pm0, pm1


def spinors(p, m):
    """Normalized positive- and negative-energy spinors as 4x2 arrays."""
    _, lp, lm = projectors(p, m)
    u, v = lp[:, :2], lm[:, 2:]
    return u / np.linalg.norm(u[:, 0]), v / np.linalg.norm(v[:, 0])


q_test = np.array([-0.7, 0.2, 0.9])
p_len, q_len = np.linalg.norm(p_test), np.linalg.norm(q_test)
cosine = p_test @ q_test / (p_len * q_len)
coef = spin_kernels(*half_angles(p_len, 1.0, 1.0), *half_angles(p_len, 2.0, 1.0),
                    *half_angles(q_len, 1.0, 1.0), *half_angles(q_len, 2.0, 1.0))
u1, v1 = spinors(p_test, 1.0)
u2, v2 = spinors(-p_test, 2.0)
U1, V1s = spinors(q_test, 1.0)
U2, V2s = spinors(-q_test, 2.0)
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)


def singlet_value(x, y):
    return singlet @ np.kron(x, y) @ singlet


direct_pp = singlet_value(u1.conj().T @ U1, u2.conj().T @ U2)
direct_mm = singlet_value(v1.conj().T @ V1s, v2.conj().T @ V2s)
direct_pm = singlet_value(u1.conj().T @ V1s, u2.conj().T @ V2s)
assert abs(direct_pp - (coef[0] + cosine * coef[1])) < 1e-12
assert abs(direct_mm - (coef[0] + cosine * coef[1])) < 1e-12
assert abs(direct_pm - (coef[2] + cosine * coef[3])) < 1e-12

# ---------- attractive Coulomb partial waves on a grid uniform in ln p ------
step = 0.15
p = np.exp(np.arange(np.log(1e-5), np.log(1e8), step))
n = len(p)
x, wx = np.polynomial.legendre.leggauss(600)
omega = (x + 1) * np.pi / (2 * step)
w_omega = wx * np.pi / (2 * step)
tanh = np.tanh(np.pi * omega / 2)
symbols = (np.pi * tanh / omega, np.pi * omega / (tanh * (1 + omega ** 2)))
cosines = np.cos(np.outer(np.arange(n) * step, omega))
root_p = np.sqrt(np.outer(p, p))
minus_v = [toeplitz(step / np.pi * cosines @ (s * w_omega)) * root_p / np.pi
           for s in symbols]


def bound_energy(denominator, attraction, guess):
    """W at which the largest eigenvalue of D^-1/2 (-V) D^-1/2 equals one."""
    def scaled(w):
        r = 1 / np.sqrt(denominator(w))
        return attraction * np.outer(r, r)
    energy = brentq(lambda w: np.linalg.eigvalsh(scaled(w))[-1] - 1,
                    1.2 * guess, 0.8 * guess, xtol=1e-16, rtol=1e-14)
    vector = np.linalg.eigh(scaled(energy))[1][:, -1]
    vector = vector / np.sqrt(denominator(energy))
    return energy, vector / np.linalg.norm(vector)


def reduced_mass(m1, m2):
    return m1 * m2 / (m1 + m2)


def salpeter(m1, m2, c):
    """Full energy, energy without --, second-order -- effect, full vector."""
    kinetic = sum((c * p) ** 2 / (np.sqrt((c * p) ** 2 + (m * c * c) ** 2)
                                  + m * c * c) for m in (m1, m2))
    angles = [*half_angles(p, m1, c), *half_angles(p, m2, c)]
    k = spin_kernels(*[z[:, None] for z in angles], *[z[None, :] for z in angles])
    pp = k[0] * minus_v[0] + k[1] * minus_v[1]
    pm = k[2] * minus_v[0] + k[3] * minus_v[1]
    rest2 = 2 * (m1 + m2) * c * c
    guess = -reduced_mass(m1, m2) / 2
    w_pp, f = bound_energy(lambda w: kinetic - w, pp, guess)
    w_full, vec = bound_energy(
        lambda w: np.concatenate([kinetic - w, rest2 + w + kinetic]),
        np.block([[pp, pm], [pm.T, pp]]), guess)
    second = -np.sum((pm.T @ f) ** 2 / (rest2 + w_pp + kinetic))
    return w_full, w_pp, second, vec


def leading_shift(m1, m2, c):
    """Kinetic and contact parts of the c^-2 energy shift."""
    mu = reduced_mass(m1, m2)
    return (-5 / 8 * mu ** 4 * (m1 ** -3 + m2 ** -3) / c ** 2,
            mu ** 3 / 2 * (m1 ** -2 + m2 ** -2) / c ** 2)


# ---------- muonium ----------
hartree = const.physical_constants['Hartree energy in eV'][0]
bohr = const.physical_constants['Bohr radius'][0] * 1e10
m_mu = const.physical_constants['muon-electron mass ratio'][0]
c = 1 / const.fine_structure
mu = reduced_mass(1.0, m_mu)


def two_body_kinetic(w):
    return p ** 2 / 2 + p ** 2 / (2 * m_mu) - w


w_1s, _ = bound_energy(two_body_kinetic, minus_v[0], -mu / 2)
w_2p, _ = bound_energy(two_body_kinetic, minus_v[1], -mu / 8)
assert abs(w_1s + mu / 2) < 1e-10
assert abs(w_2p + mu / 8) < 1e-10

w_full, w_pp, pair, vec = salpeter(1.0, m_mu, c)
shift = w_full + mu / 2
kin_part, contact_part = leading_shift(1.0, m_mu, c)
shift_formula = kin_part + contact_part
assert abs(shift / shift_formula - 1) < 0.15   # next term is of order 1/c

# Removing the 1/c term from two speeds of light isolates the c^-2 coefficient.
w_fast = salpeter(1.0, m_mu, 4 * c)[0]
coef_muonium = (4 * (w_fast + mu / 2) * (4 * c) ** 2 - shift * c ** 2) / 3
assert abs(coef_muonium / (shift_formula * c ** 2) - 1) < 0.02

schroedinger = p ** 1.5 / (p ** 2 + mu ** 2) ** 2
schroedinger /= np.linalg.norm(schroedinger)
f_part, g_part = vec[:n], vec[n:]
deficit = 1 - (f_part @ schroedinger) ** 2 / (f_part @ f_part)
weight_mm = (g_part @ g_part) / (f_part @ f_part)
assert deficit < 1e-3 and weight_mm < 1e-6

# ---------- equal masses: c^-2 coefficient and c^-3 pair effect ----------
slow, fast = salpeter(1.0, 1.0, 100.0), salpeter(1.0, 1.0, 400.0)
coef_equal = (4 * (fast[0] + 0.25) * 400 ** 2 - (slow[0] + 0.25) * 100 ** 2) / 3
coef_equal_formula = sum(leading_shift(1.0, 1.0, 1.0))
assert abs(coef_equal / coef_equal_formula - 1) < 0.02
pair_slow, pair_fast = slow[0] - slow[1], fast[0] - fast[1]
pair_power = np.log(pair_slow / pair_fast) / np.log(4)
assert abs(pair_power - 3) < 0.15
assert abs(slow[2] / pair_slow - 1) < 0.10

# ---------- pole positions in relative energy at p = mu ----------
W0 = -mu / 2
share_e, share_m = 1 / (1 + m_mu), m_mu / (1 + m_mu)
t_e = (c * mu) ** 2 / (np.sqrt((c * mu) ** 2 + c ** 4) + c ** 2)
t_m = (c * mu) ** 2 / (np.sqrt((c * mu) ** 2 + (m_mu * c * c) ** 2) + m_mu * c * c)
pole_e_plus = t_e - share_e * W0
pole_m_plus = -(t_m - share_m * W0)
pole_e_minus = -(2 * c * c + t_e + share_e * W0)
pole_m_minus = 2 * m_mu * c * c + t_m + share_m * W0
gap_pp = t_e + t_m - W0
gap_mm = 2 * (1 + m_mu) * c * c + t_e + t_m + W0

print(f"largest error of relative-energy integral (c=1 test): {integral_error:.1e}")
print(f"speed of light c: {c:.6f} atomic units")
print(f"muon/electron mass ratio: {m_mu:.5f}")
print(f"reduced mass mu: {mu:.8f} electron masses")
print(f"electron rest energy: {c * c * hartree:.2f} eV")
print(f"muon rest energy: {m_mu * c * c * hartree:.4e} eV")
print("poles at p = mu, energy shares m_i/M, W = -mu/2:")
print(f"  electron, positive energy (below axis): {pole_e_plus * hartree:.5f} eV")
print(f"  antimuon, positive energy (above axis): {pole_m_plus * hartree:.5f} eV")
print(f"  electron, negative energy (above axis): {pole_e_minus * hartree:.5e} eV")
print(f"  antimuon, negative energy (below axis): {pole_m_minus * hartree:.5e} eV")
print(f"denominator E1+E2-E at p = mu: {gap_pp * hartree:.5f} eV")
print(f"denominator E1+E2+E at p = mu: {gap_mm * hartree:.5e} eV")
print(f"Schroedinger 1s, infinite muon mass: {-0.5 * hartree:.6f} eV")
print(f"Schroedinger 1s, reduced mass: {-mu / 2 * hartree:.6f} eV")
print(f"reduced-mass change of 1s energy: {(1 - mu) / 2 * hartree:.6f} eV")
print(f"numerical two-body 1s minus formula: {(w_1s + mu / 2) * hartree:.1e} eV")
print(f"Schroedinger 2p, reduced mass: {-mu / 8 * hartree:.6f} eV")
print(f"numerical two-body 2p minus formula: {(w_2p + mu / 8) * hartree:.1e} eV")
print(f"length 1/mu: {bohr / mu:.6f} angstrom")
print(f"Salpeter singlet ground energy W: {w_full * hartree:.6f} eV")
print(f"Salpeter minus Schroedinger: {shift * hartree:.4e} eV")
print(f"c^-2 kinetic part: {kin_part * hartree:.4e} eV")
print(f"c^-2 contact part: {contact_part * hartree:.4e} eV")
print(f"c^-2 formula, sum: {shift_formula * hartree:.4e} eV")
print(f"numerical shift / c^-2 formula: {shift / shift_formula:.4f}")
print(f"muonium c^-2 coefficient, extrapolated: {coef_muonium:.5f} atomic units")
print(f"muonium c^-2 coefficient, formula: {shift_formula * c**2:.5f} atomic units")
print(f"second-order effect of -- component: {pair * hartree:.1e} eV")
print(f"weight ratio of -- to ++ component: {weight_mm:.1e}")
print(f"1 - squared overlap with Schroedinger 1s: {deficit:.1e}")
print(f"equal masses, c^-2 coefficient extrapolated: {coef_equal:.5f} atomic units")
print(f"equal masses, c^-2 coefficient formula: {coef_equal_formula:.5f} atomic units")
print(f"equal masses, fitted inverse power of c in -- effect: {pair_power:.3f}")
print("verified")
```

Running it gives:

```
largest error of relative-energy integral (c=1 test): 2.6e-11
speed of light c: 137.035999 atomic units
muon/electron mass ratio: 206.76828
reduced mass mu: 0.99518695 electron masses
electron rest energy: 510998.95 eV
muon rest energy: 1.0566e+08 eV
poles at p = mu, energy shares m_i/M, W = -mu/2:
  electron, positive energy (below axis): 13.54003 eV
  antimuon, positive energy (above axis): -13.54021 eV
  electron, negative energy (above axis): -1.02201e+06 eV
  antimuon, negative energy (below axis): 2.11317e+08 eV
denominator E1+E2-E at p = mu: 27.08024 eV
denominator E1+E2+E at p = mu: 2.12339e+08 eV
Schroedinger 1s, infinite muon mass: -13.605693 eV
Schroedinger 1s, reduced mass: -13.540208 eV
reduced-mass change of 1s energy: 0.065485 eV
numerical two-body 1s minus formula: -6.3e-12 eV
Schroedinger 2p, reduced mass: -3.385052 eV
numerical two-body 2p minus formula: -1.0e-12 eV
length 1/mu: 0.531736 angstrom
Salpeter singlet ground energy W: -13.540387 eV
Salpeter minus Schroedinger: -1.7833e-04 eV
c^-2 kinetic part: -8.8834e-04 eV
c^-2 contact part: 7.1413e-04 eV
c^-2 formula, sum: -1.7421e-04 eV
numerical shift / c^-2 formula: 1.0236
muonium c^-2 coefficient, extrapolated: -0.12028 atomic units
muonium c^-2 coefficient, formula: -0.12023 atomic units
second-order effect of -- component: -3.8e-11 eV
weight ratio of -- to ++ component: 1.2e-19
1 - squared overlap with Schroedinger 1s: 7.9e-10
equal masses, c^-2 coefficient extrapolated: 0.04687 atomic units
equal masses, c^-2 coefficient formula: 0.04688 atomic units
equal masses, fitted inverse power of c in -- effect: 2.999
verified
```
